# Finding every complex index of a phase-change film from R and T

## Definitions and conventions

A flat film of thickness $d$ and complex index $N=n+ik$ lies between air and a transparent half-space of real index $s$. Light of vacuum wavelength $\lambda$ arrives from the air at normal incidence. The time factor is $e^{-i\omega t}$, so a forward wave is $e^{ik_0Nz}$ with $k_0=2\pi/\lambda$, and $k>0$ means absorption. The film is homogeneous, isotropic, smooth and nonmagnetic. Define

$$b=k_0d,\qquad \delta=bN .$$

$R$ and $T$ are the reflected and transmitted fractions of the incident power. The task is to find all $N$ in a chosen box of the $(n,k)$ plane, with $k\ge0$, that reproduce a measured pair $(R,T)$, and then to decide between them with a second film of the same material. Lengths are in nm.

## A film that can be inverted by hand

Take a lossless film, $N=n$, with air on both sides. Inside it $E''=-(k_0n)^2E$. Behind it there is one outgoing wave, so set $E(d)=1$ and $E'(d)=ik_0$. The solution with these end values is

$$E(z)=\cos[k_0n(z-d)]+\frac{i}{n}\sin[k_0n(z-d)].$$

At the front face

$$E(0)=\cos\delta-\frac{i}{n}\sin\delta,\qquad \frac{E'(0)}{ik_0}=\cos\delta-in\sin\delta .$$

In the air in front, $E=ae^{ik_0z}+ce^{-ik_0z}$. Continuity of $E$ and $E'$ gives $a+c=E(0)$ and $a-c=E'(0)/(ik_0)$. The incident amplitude is half the sum:

$$a=\cos\delta-\frac i2\left(n+\frac1n\right)\sin\delta .$$

The transmitted amplitude is 1, so $T=1/|a|^2$. With $\cos^2\delta=1-\sin^2\delta$ and $(n+1/n)^2-4=(n-1/n)^2$,

$$T=\frac{1}{1+\frac14(n-1/n)^2\sin^2\delta}.$$

Let $d=\lambda/4$, so $b=\pi/2$, and suppose that the reading is $T=1$, $R=0$. For $n>1$ this needs $\sin(\pi n/2)=0$. Between 1.5 and 9 the solutions are $n=2,4,6,8$. One perfect measurement leaves four indices.

**Excluding an interval.** At $n=3$, $|\sin(\pi n/2)|=1$. The slope of this sine never exceeds $\pi/2$, so it cannot reach zero within a distance $2/\pi\approx0.64$ of $n=3$. One evaluation and a slope bound have emptied a whole interval. A search that merely finds no root there would not prove this.

**Starting on both sides.** Let the reading be $T=1-\varepsilon$ with $\varepsilon=0.01$. Put $n=4+x$. To leading order $\sin^2\delta=b^2x^2$, and the formula for $T$ gives

$$\varepsilon=\frac14\left(4-\frac14\right)^2b^2x^2,\qquad x=\pm\frac{2\sqrt\varepsilon}{3.75\,b}=\pm0.034 .$$

Newton's method for $x^2-x_*^2=0$, with $x_*=0.034$, is $x\to(x^2+x_*^2)/(2x)$. From $x=0.1$ it gives 0.056, 0.038 and 0.034; from $x=-0.1$ it gives the same numbers with minus signs. The start selects the root, hence the need for many starts. As $\varepsilon\to0$ the two roots merge. Such a merger is called a fold; here the index responds to a small change in $T$ as its square root.

**Adding a thickness.** Suppose that the true index is 4 and return to $T=1$. A second film with $d=\lambda/6$ has $\delta=\pi n/3$. The candidates $2,4,6,8$ then predict $T=0.70,\ 0.27,\ 1,\ 0.08$, and the second reading selects 4. With $d=\lambda/8$ instead, $\delta=\pi n/4$, and both 4 and 8 predict $T=1$. A second thickness can therefore fail.

## The absorbing film on a substrate

The general case uses the same matching. Now $E(d)=1$ and $E'(d)=ik_0s$, so

$$E(0)=\cos\delta-\frac{is}{N}\sin\delta,\qquad \frac{E'(0)}{ik_0}=s\cos\delta-iN\sin\delta .$$

Let $D$ be the sum of these two quantities and $Q$ their difference:

$$D=(1+s)\cos\delta-i\left(N+\frac sN\right)\sin\delta,$$

$$Q=(1-s)\cos\delta+i\left(N-\frac sN\right)\sin\delta .$$

The incident and reflected amplitudes are $D/2$ and $Q/2$. Hence $r=Q/D$ and $t=2/D$. Power flow in a transparent medium is proportional to index times $|E|^2$, which gives

$$R=\left|\frac QD\right|^2,\qquad T=s|t|^2=\frac{4s}{|D|^2}. \tag{1}$$

Energy balance shows what $k$ does. From the wave equation,

$$\frac{d}{dz}\,\mathrm{Im}(E^*E')=\mathrm{Im}(E^*E'')=-2nk\,k_0^2|E|^2 .$$

For unit incident amplitude, $\mathrm{Im}(E^*E')$ is $k_0(1-R)$ at the front and $k_0T$ at the back. Integration over the film gives

$$1-R-T=2nk\,k_0\int_0^d|E|^2dz. \tag{2}$$

For $n>0$, a passive film has $R+T\le1$, with equality at $k=0$.

In the opposite limit, $bk\gg1$, $\cos\delta\approx e^{-i\delta}/2$ and $\sin\delta\approx ie^{-i\delta}/2$. Then

$$D\approx\frac{e^{-i\delta}}2\frac{(1+N)(N+s)}N,\qquad Q\approx\frac{e^{-i\delta}}2\frac{(1-N)(N+s)}N ,$$

so $R\to|(1-N)/(1+N)|^2$, independent of thickness. Once $T$ is below the detector's floor, a single number $R$ remains for two unknowns. The candidates form a curve, and another opaque film adds no independent equation.

## Newton steps and folds

Primes on $D,Q,r,t$ denote $d/dN$. These functions are analytic in $N$, so one complex derivative supplies both real ones. Since $dR=2\,\mathrm{Re}(r^*r'\,dN)$ and $dN=dn+i\,dk$, define $g_R=2r^*r'$. Then

$$\frac{\partial R}{\partial n}=\mathrm{Re}\,g_R,\qquad \frac{\partial R}{\partial k}=\mathrm{Re}(ig_R)=-\mathrm{Im}\,g_R .$$

The same holds for $T$ with $g_T=2st^*t'$. Differentiating the quotients gives

$$g_R=2r^*\frac{Q'-rD'}D,\qquad g_T=-2T\frac{D'}D .$$

Because $\delta'=b$,

$$D'=-b(1+s)\sin\delta-i\left(1-\frac s{N^2}\right)\sin\delta-ib\left(N+\frac sN\right)\cos\delta,$$

$$Q'=-b(1-s)\sin\delta+i\left(1+\frac s{N^2}\right)\sin\delta+ib\left(N-\frac sN\right)\cos\delta .$$

The determinant of the Jacobian of $(R,T)$ with respect to $(n,k)$ is

$$\Delta=-\mathrm{Re}\,g_R\,\mathrm{Im}\,g_T+\mathrm{Im}\,g_R\,\mathrm{Re}\,g_T=\mathrm{Im}(g_Rg_T^*). \tag{3}$$

Where $\Delta\ne0$, a root is isolated. Where $\Delta=0$, the linear inversion fails; the merging of two roots is the typical case. At $k=0$, $R+T=1$ for every $n$, so $\partial_nR=-\partial_nT$ and

$$\Delta=-\partial_nT\,(\partial_kT+\partial_kR)=\partial_nT\;2nk_0\int_0^d|E|^2dz ,$$

where the last step differentiates (2) at $k=0$. The integral is positive, so $\Delta$ vanishes where $T(n)$ is stationary. That is the fold of the hand example.

In a strongly absorbing film $T$ falls exponentially with $k$, so $\ln T$ is closer to linear in $k$ than $T$ is. Newton's method is therefore applied to $(R,\ln T)$. With $h=g_T/T$, $f_1=R_{\rm data}-R$ and $f_2=\ln(T_{\rm data}/T)$, the step solves

$$\mathrm{Re}\,g_R\,dn-\mathrm{Im}\,g_R\,dk=f_1,\qquad \mathrm{Re}\,h\,dn-\mathrm{Im}\,h\,dk=f_2 .$$

Cramer's rule gives

$$dn=\frac{f_2\,\mathrm{Im}\,g_R-f_1\,\mathrm{Im}\,h}{\mathrm{Im}(g_Rh^*)},\qquad dk=\frac{f_2\,\mathrm{Re}\,g_R-f_1\,\mathrm{Re}\,h}{\mathrm{Im}(g_Rh^*)} .$$

Steps longer than 0.25 are shortened to that length, because near a fold the denominator is small. The starts form a grid over the box, denser at small $k$. Converged points that coincide are merged.

## Proving that the list is complete

By (1), the data are equivalent to two conditions without denominators:

$$|D|=\sqrt{4s/T},\qquad |Q|=\sqrt{4sR/T}. \tag{4}$$

Cover the box with square cells. A cell centred at $N_c$ lies in a disc of radius $\rho$, its half-diagonal. On that disc let $L=|N_c|+\rho$ and $m=|N_c|-\rho>0$. Both $|\sin\delta|$ and $|\cos\delta|$ are at most $H=\cosh[b(|\mathrm{Im}N_c|+\rho)]$. Bounding $D'$ and $Q'$ term by term gives, for both,

$$M_1=H\left[b(1+s)+1+\frac s{m^2}+b\left(L+\frac sm\right)\right].$$

Therefore $|D|$ and $|Q|$ change by at most $\rho M_1$ between the centre and any point of the cell. If either modulus at the centre misses its value in (4) by more than $\rho M_1$, the cell contains no root. Otherwise it is cut into four.

A cell containing a root is never excluded in this way, so each known root $N_0$ needs a disc in which no second root can hide. One more differentiation gives a bound on $|D''|$ and $|Q''|$:

$$M_2=H\left[b^2(1+s)+\frac{2s}{m^3}+2b\left(1+\frac s{m^2}\right)+b^2\left(L+\frac sm\right)\right],$$

with $H,L,m$ now taken for the disc about $N_0$. Consider the map $G=(|D|^2,|Q|^2)$. Its gradients in complex form are $2D^*D'$ and $2Q^*Q'$. Within distance $\rho$ of $N_0$,

$$|D^*D'-D_0^*D_0'|\le|D-D_0||D'|+|D_0||D'-D_0'|\le\rho(M_1^2+|D_0|M_2),$$

and similarly for $Q$. Let $J_0$ be the Jacobian matrix of $G$ at $N_0$. Choose $\rho$ so small that

$$q=\|J_0^{-1}\|\,2\rho\sqrt{(M_1^2+|D_0|M_2)^2+(M_1^2+|Q_0|M_2)^2}<1 .$$

For two points $x,y$ of the disc, integrating the Jacobian along the segment between them gives

$$|J_0^{-1}[G(x)-G(y)]|\ge(1-q)|x-y| .$$

Two different points thus cannot give the same data. Cells wholly inside such a disc are removed. If subdivision leaves no cells, the list is complete up to floating-point rounding. If cells remain at the finest level, completeness is unproved: a root may be missing or a fold may be too close.

## Judging candidates with the second film

Let $F(N,d)=(R,T)$, and let $J_1,J_2$ be its Jacobians with respect to $(n,k)$ at thicknesses $d_1,d_2$. The true thicknesses are $d_j+e_j$ and the readings are $y_j=F(N,d_j+e_j)+\eta_j$. All errors are independent, with standard deviation $\sigma_d$ for each $e_j$ and $\sigma$ for each component of $\eta_j$. Inverting film 1 at its nominal thickness shifts the index by $\delta N$, a vector in the $(n,k)$ plane. To first order

$$J_1\delta N=\eta_1+F_{1,d}\,e_1 ,$$

where $F_{j,d}=\partial F/\partial d$ at $d_j$. The mismatch at film 2 is $\mu=F(N+\delta N,d_2)-y_2$. With $K=J_2J_1^{-1}$,

$$\mu=K\eta_1+KF_{1,d}e_1-F_{2,d}e_2-\eta_2 .$$

Squaring and averaging removes the cross terms:

$$C=\sigma^2(KK^T+1)+\sigma_d^2\left[(KF_{1,d})(KF_{1,d})^T+F_{2,d}F_{2,d}^T\right]. \tag{5}$$

For the true root and Gaussian errors, $\chi^2=\mu^TC^{-1}\mu$ follows, to first order, the chi-squared law with two degrees of freedom. That law exceeds $x$ with probability $e^{-x/2}$, so a candidate is rejected at the 0.1% level if $\chi^2>2\ln1000=13.82$. Near a fold $J_1^{-1}$ is large and the first-order result becomes unreliable.

## Two states of a phase-change film

The example uses $\lambda=1550$ nm (0.80 eV), $s=1.444$, $\sigma=0.002$ and $\sigma_d=1$ nm. The box is $1.5\le n\le8$, $0\le k\le3$. Synthetic readings are computed from (1) and rounded to 0.001.

**Amorphous state.** The input index is $4.00+0.05i$. Film 1 is 340 nm thick, with $R=0.492$ and $T=0.419$. Film 2 is 240 nm thick, with $R=0.489$ and $T=0.436$. The first film has five admissible indices, and the subdivision proves the list complete after 1696 cells:

| $n$ | $k$ | $\Delta$ | $R,T$ at 240 nm | $\chi^2$ |
|---|---|---|---|---|
| 3.169 | 0.053 | −0.64 | 0.052, 0.832 | 32,200 |
| 4.000 | 0.050 | +0.80 | 0.489, 0.436 | 0.02 |
| 4.971 | 0.038 | −2.20 | 0.768, 0.204 | 22,100 |
| 6.542 | 0.033 | +3.18 | 0.093, 0.784 | 223 |
| 7.108 | 0.029 | −4.42 | 0.718, 0.244 | 144 |

Half-wave films have $n=j\lambda/(2d)$ with integer $j$, here 2.28, 4.56 and 6.84. The second and third roots straddle 4.56, and the last two straddle 6.84. For the first root the mismatch is $(0.052-0.489,\ 0.832-0.436)=(-0.437,\ 0.396)$, far outside the errors. The second film leaves one index. Large values of $\chi^2$ signal rejection; they should not be turned into probabilities, because (5) is a linear estimate.

The standard errors from film 1 follow from the covariance of $\delta N$. They are 0.015 in $n$ and 0.0017 in $k$, or 0.4% and 3% of the values. In 4000 simulated pairs of films with Gaussian errors of the stated sizes, the true root had a mean $\chi^2$ of 1.99, against the theoretical 2.

**Crystalline state.** The input is $6.00+0.80i$, and both films are taken 6% thinner, at 319.6 and 225.6 nm. Film 1 gives $R=0.568$, $T=0.034$; film 2 gives $R=0.541$, $T=0.071$. Three roots exist, complete after 5252 cells:

| $n$ | $k$ | $\Delta$ | $\chi^2$ |
|---|---|---|---|
| 6.005 | 0.804 | −0.0076 | 0.02 |
| 6.578 | 0.790 | +0.0070 | 121 |
| 7.696 | 0.736 | −0.0178 | 58 |

The first is kept, with standard errors 0.037 in $n$ and 0.022 in $k$. Part of the smallness of $\Delta$ comes from the factor $T$ in $g_T$. For $(R,\ln T)$ the determinant is $\Delta/T$, about $-0.22$ here against $+1.9$ for the accepted amorphous root. The crystalline determinant is still the smaller in magnitude. The opposite signs of $\Delta$ at the first two roots show that any continuous path between them crosses $\Delta=0$.

## Choosing the second thickness

For an exact false match, both $R$ and $T$ must agree at $d_2$, while a given false root leaves one adjustable number, $d_2$. Apart from the trivial case $d_2=d_1$, such a match is exceptional. At $k=0$, however, $R+T=1$ turns the two requirements into one, and matches at isolated thicknesses become ordinary. Weak absorption leaves near matches, which measurement errors widen into intervals.

A scan of the amorphous case shows their extent. Film 1 stays at 340 nm, film 2 runs from 20 to 500 nm in steps of 2 nm, and its readings are noise-free. At 25% of these thicknesses at least one false root survives. Failure around 340 nm is expected, since an equal thickness adds no independent equation. But 224–230 nm and 250–260 nm also fail, so the successful choice of 240 nm lies between two bad intervals. A large difference is no safeguard either: at 496 nm a false root has $\chi^2=0.065$. Nor is strong absorption: the same scan for the crystalline film, with film 1 at 319.6 nm, fails at about 30% of the thicknesses. If a rough index is known beforehand, the scan can be made before the second film is deposited, but it should cover the whole range of plausible indices. With $n=4.2$ instead of 4.00 and the same $k$, for example, a false root survives at 240 nm.

## What the ideal film leaves out

The parameters are rough typical values for Ge2Sb2Te5 on fused silica, and 6% is a rough figure for its densification on crystallizing. The films are calibration samples; the phase-change patch in a photonic memory cell can be much thinner. A partly crystallized cell can also break the assumption of one uniform index, and that effect is not estimated here. The test with the second film also assumes that both films have exactly the same index. Films deposited or crystallized separately can differ, (5) makes no allowance for this, and a large enough difference would reject the true root.

Other effects can be sized by changing the readings and inverting them with the ideal model. The shifts below are from the input index to the nearest root found by multistart.

- **Back face of the substrate.** An uncoated back face reflects $p=[(s-1)/(s+1)]^2$. If $R'$ is the film's reflectance from the substrate side, summing the incoherent passes changes $R$ to $R+T^2p/(1-pR')$ and $T$ to $T(1-p)/(1-pR')$. The shifts $(dn,dk)$ are $(-0.014,+0.0019)$ for the amorphous film and $(+0.010,+0.007)$ for the crystalline one. The amorphous shifts are about one standard error.
- **Surface oxide.** A layer 3 nm thick with assumed index 2.0, added on top of an unchanged film, shifts $n$ by $+0.009$ and $-0.006$, respectively. If its growth consumes 1.5 nm of the film and the inversion still uses the original thickness, the shifts become $-0.013$ and $-0.015$.
- **Incidence at 8 degrees.** In s polarization $n$ shifts by $-0.011$ and $+0.040$. The second shift slightly exceeds the standard error.
- **Roughness.** For an rms height $h=2$ nm, a simple phase-loss estimate multiplies $R$ by $e^{-(2k_0h)^2}$ and $T$ by $e^{-[k_0h(n-1)]^2}$. In this estimate the shifts stay below 0.001 in both $n$ and $k$, but it omits the change in the optical surface layer. If the roughness is fine compared with the wavelength, it can be modelled as a 4 nm layer, half film and half air (Bruggeman mixing), centred on the mean surface. That model shifts $n$ by about $-0.011$ and $-0.014$, so roughness is not always negligible.
- **Old thickness.** If the crystallized film is still assigned 340 nm, the nearest root found lies 1.32 higher in $n$ and 0.10 lower in $k$. The original root has not moved there. As the assumed thickness is raised from 319.6 nm, that root stays near $n=6.0$ while its neighbour comes down from about 6.6, and the two merge and vanish at a fold near 330 nm. At 340 nm only a distant root is found. The shift in $n$ is far larger than the standard error of 0.037, which allows for a thickness error of only 1 nm. The thickness must therefore be measured again after crystallization.
